# Variational radii and binding energy of a shallow donor in silicon

**Question**

I am trying to work out the ground state of a shallow donor in silicon with the Kohn-Luttinger trial function

\[
F(\mathbf r)=\frac{1}{\sqrt{\pi a^2 b}}\exp\!\left[-\sqrt{\frac{x^2+y^2}{a^2}+\frac{z^2}{b^2}}\,\right],
\]

using \(m_l=0.916\), \(m_t=0.19\) and \(\varepsilon=11.4\). I was told to expect radii near 2.5 and 1.4 nm and a binding energy of about 31 meV. I am stuck on the Coulomb integral, and I don't see how to minimise over two radii without a blind numerical search. A rough search gave me 31 meV but a larger radius below 2.5 nm. Did I land in a wrong minimum, and how far should I trust the 31 meV?

**Answer**

Your search was right. The energy has a single minimum, and with your parameters the larger radius is 2.4 nm. The minimisation reduces to one equation for the shape.

**The energy as a function of the radii**

I use Hartree atomic units, with masses in electron masses and energy measured from the bottom of the valley. For one valley with its long axis along \(z\),

\[
H=-\frac{1}{2m_t}(\partial_x^2+\partial_y^2)-\frac{1}{2m_l}\partial_z^2-\frac{1}{\varepsilon r}.
\]

This assumes a parabolic valley, a static dielectric constant at all distances, and no coupling to the other five valleys.

Set \(x=aX\), \(y=aY\), \(z=bZ\), and \(\rho^2=X^2+Y^2+Z^2\). The volume element is \(a^2b\,d^3\rho\), so \(F\) becomes the normalised function \(\phi=\pi^{-1/2}e^{-\rho}\). Since \(\phi'=-\phi\), the integral of \(|\nabla_\rho\phi|^2\) is 1, and by symmetry each of the three directions contributes \(1/3\). Integrating the kinetic term by parts gives

\[
T=\frac{1}{2m_t}\,\frac{2}{3a^2}+\frac{1}{2m_l}\,\frac{1}{3b^2}
=\frac{1}{3m_ta^2}+\frac{1}{6m_lb^2}.
\]

For the Coulomb term, let \(u=Z/\rho\). Then \(r=\rho\sqrt{a^2(1-u^2)+b^2u^2}\), and the radial and angular integrals separate. The radial one is \(\int\phi^2\rho^{-1}d^3\rho=4\int_0^\infty\rho e^{-2\rho}d\rho=1\). For an oblate function write \(b=a\cos\theta\). The angular average is

\[
\int_0^1\!\frac{du}{a\sqrt{1-u^2\sin^2\theta}}=\frac{\theta}{a\sin\theta},
\]

by the substitution \(u\sin\theta=\sin t\). Hence

\[
V=-\frac{g}{\varepsilon a},\qquad g=\frac{\theta}{\sin\theta}.
\]

**Minimise the size first**

With \(\gamma=m_t/m_l\) and the shape \(\theta\) held fixed,

\[
E=\frac{A}{a^2}-\frac{B}{a},\qquad
A=\frac{1}{6m_t}\left(2+\frac{\gamma}{\cos^2\theta}\right),\qquad B=\frac{g}{\varepsilon}.
\]

The condition \(-2A/a^3+B/a^2=0\) gives

\[
a=\frac{2A}{B},\qquad E=\frac{B^2}{4A}-\frac{B^2}{2A}=-\frac{B^2}{4A}.
\]

Since \(A\) and \(B\) are positive, this is the one minimum in size. There \(T=A/a^2=-E\) and \(V=2E\), the virial relation.

**Then the shape**

Write \(s=\sin\theta\), \(c=\cos\theta\). We need the largest \(|E|\), so differentiate \(\ln|E|=2\ln g-\ln(2+\gamma/c^2)+\text{const}\):

\[
\frac{d\ln|E|}{d\theta}
=2\left[\frac{s-\theta c}{\theta s}-\frac{\gamma s}{c(2c^2+\gamma)}\right].
\]

Over a common denominator the numerator is \(c(s-\theta c)(2c^2+\gamma)-\gamma\theta s^2\). Its \(\gamma\) terms combine, through \(s^2+c^2=1\), into \(-\gamma(\theta-sc)\). Therefore

\[
\frac{d\ln|E|}{d\theta}=\frac{2(\theta-sc)}{\theta sc(2c^2+\gamma)}\,[G(\theta)-\gamma],
\qquad
G(\theta)=\frac{2c^3(s-\theta c)}{\theta-sc}.
\]

The prefactor is positive for \(0<\theta<\pi/2\), so the stationary shape obeys \(G(\theta)=\gamma\).

**Why there is no second minimum**

Write \(G=2c^2N/D\), with \(N=sc-\theta c^2\) and \(D=\theta-sc\). Both vanish at \(\theta=0\), and

\[
N'=2\theta sc-s^2,\qquad D'=2s^2,\qquad \frac{N'}{D'}=\theta\cot\theta-\tfrac12 .
\]

This ratio decreases, because \((\theta\cot\theta)'=(sc-\theta)/s^2<0\). Since \(N\) and \(D\) are integrals of \(N'\) and \(D'\) from zero, \(N/D\) is the average of \(N'/D'\) over \((0,\theta)\) with positive weight \(D'\). The average of a decreasing function over a growing interval also decreases. Thus \(G\) falls steadily from 1 at \(\theta=0\) to 0 at \(\theta=\pi/2\), and there is one root for each \(0<\gamma<1\). Before the root \(|E|\) grows, and after it \(|E|\) falls.

A prolate function has \(b=a\cosh\eta\), and the Coulomb integral then gives \(g=\eta/\sinh\eta\). The same differentiation yields

\[
\frac{d\ln|E|}{d\eta}=\frac{2(\sinh\eta\cosh\eta-\eta)}{\eta\sinh\eta\cosh\eta\,(2\cosh^2\eta+\gamma)}\,[\gamma-\tilde G],
\]

\[
\tilde G=2\cosh^2\eta\;\frac{\eta\cosh^2\eta-\sinh\eta\cosh\eta}{\sinh\eta\cosh\eta-\eta}.
\]

The ratio of the derivatives of the last numerator and denominator is \(\eta\coth\eta-\tfrac12>\tfrac12\). By the same averaging argument \(\tilde G>\cosh^2\eta>1>\gamma\), so stretching along \(z\) always lowers the binding. The sphere is not stationary either: there \(d\ln|E|/d(b/a)=-\tfrac43(1-\gamma)/(2+\gamma)\), which is nonzero. The oblate root is the global minimum of \(E\) within this family.

**Your numbers**

For \(\gamma=0.19/0.916=0.20742\), the root is \(\theta=0.95921\) rad. Then \(b/a=\cos\theta=0.57417\), \(g=1.17157\), and

\[
A=2.30630,\qquad B=\frac{1.17157}{11.4}=0.102769,
\]

\[
a=\frac{2(2.30630)}{0.102769}=44.88\ \text{bohr}=2.38\ \text{nm},\qquad
b=0.57417\,a=1.36\ \text{nm},
\]

\[
E=-\frac{(0.102769)^2}{4(2.30630)}=-0.001145\ \text{hartree}=-31.2\ \text{meV}.
\]

A direct search over both radii, with the energy integrated numerically from \(F\), finds the same two radii.

With your masses, no single dielectric constant gives both a 2.5 nm radius and a 31 meV binding energy. At fixed masses \(a\) and \(b\) scale as \(\varepsilon\), and \(E\) as \(1/\varepsilon^2\). With \(\varepsilon=12\) the radii become 2.50 and 1.44 nm, but the binding energy drops to 28.1 meV.

**What the shape does, and two limits**

The heavy mass along \(z\) makes confinement in that direction cheap, so the electron gains Coulomb energy by flattening. The best spherical trial function binds by 27.0 meV, so the second radius is worth about 4 meV.

When \(\gamma\to1\), \(\theta\to0\) and \(E=-m_t/(2\varepsilon^2)\), the exact hydrogenic result for an isotropic mass. When \(\gamma\to0\) at fixed \(m_t\), the root condition gives \(c^3\simeq\pi\gamma/4\). Then \(\gamma/c^2\to0\) and \(g\to\pi/2\), so

\[
E\to-\frac{3\pi^2m_t}{16\,\varepsilon^2}.
\]

The true limit is the two-dimensional hydrogen value \(-2m_t/\varepsilon^2\), so the trial function recovers a fraction \(3\pi^2/32\approx0.93\) of it. Silicon lies where the function does much better. A larger variational basis for the same \(H\) binds by only 0.04 meV more, about 0.1% of the binding energy.

**How far to trust 31 meV for a real donor**

That small error belongs to the trial function, not to the one-valley model. The masses are those of silicon's conduction valleys, and \(\varepsilon=11.4\) suits cold silicon. Phosphorus in silicon is bound by roughly 45 meV, some 14 meV more than the model gives. The model also assigns every singly charged donor the same energy, whereas real donor species differ.

Two assumptions fail close to the ion: full screening and isolated valleys. To size them, add an attraction \(-(1-1/\varepsilon)e^{-r/\lambda}/r\), with a rough screening length \(\lambda=0.05\) nm, and treat the Bloch functions as plane waves. The potential then couples valleys separated by a wave vector \(q\). The added attraction has range \(\lambda\), and between valleys the oscillating factor \(e^{i\mathbf q\cdot\mathbf r}\) limits the screened Coulomb term to distances of order \(1/q\). Both lengths are short compared with the radii, so replace the envelope density by \(F(0)^2=1/(\pi a^2b)\). The Fourier transforms of the two potentials give a coupling \(-W(q)\), with

\[
W(q)\simeq4\pi F(0)^2\left[\frac{1}{\varepsilon q^2}+\left(1-\frac1\varepsilon\right)\frac{\lambda^2}{1+q^2\lambda^2}\right].
\]

Within one valley only the second term, at \(q=0\), is new; call it \(W_0\). With the valleys at distance \(k_0\) from the zone centre, each has one opposite partner at \(q=2k_0\) and four at \(q=\sqrt2\,k_0\). In the symmetric combination of all six valleys the first-order gain in binding is

\[
W_0+W(2k_0)+4W(\sqrt2\,k_0)\approx8.7\ \text{meV}.
\]

Here \(k_0\) is 0.85 of the distance to the zone edge. Keeping the decay of the envelopes changes the sum to 8.2 meV, of which 1.5 meV comes from the single valley. The correction has the right sign, but its size is only a first-order figure at fixed radii. It grows roughly as \(F(0)^2\propto1/(a^2b)\), faster than the kinetic cost of shrinking the envelope. With these couplings alone, shrinking both radii by a factor 1.5 raises the total binding from 39 to 50 meV, and a factor 2 raises it to 62 meV, with no shallow minimum at \(\lambda=0.05\) nm. At \(\lambda=0.03\) nm a shallow minimum survives, and relaxing the radii raises the gain from about 4.5 to 7.5 meV. The estimate therefore shows that these effects are not small, but it depends strongly on the rough \(\lambda\), on the plane-wave assumption and on the neglected intervalley kinetic terms. It is not a prediction for phosphorus.

The parabolic valley is also an approximation, though most of the envelope's weight lies near the valley minimum. From \(\int|\partial_zF|^2d^3r=1/(3b^2)\), the rms longitudinal wave number is \(1/(\sqrt3\,b)=0.42\ \text{nm}^{-1}\), about a quarter of the \(1.74\ \text{nm}^{-1}\) from the valley minimum to the zone edge.

**When the bound state matters in a device**

*Temperature.* Let \(E_b=-E\), let \(N_D\) be the density of donors without compensating acceptors, and let \(n\) be the electron density, equal to that of ionised donors. For a nondegenerate band \(n=N_ce^{\mu/kT}\), with \(\mu\) measured from the band edge. Counting only the ground level, the neutral-to-ionised ratio is \(12e^{(E_b+\mu)/kT}\), from two spins and six uncoupled valleys. Eliminating \(\mu\),

\[
\frac{n^2}{N_D-n}=\frac{N_c}{12}e^{-E_b/kT},\qquad
N_c=12\left[\frac{(m_lm_t^2)^{1/3}kT}{2\pi}\right]^{3/2}.
\]

For \(N_D=10^{16}\ \text{cm}^{-3}\) this count leaves more than 99.9% of donors neutral at 20 K, but about 1.4% at 300 K. The excited bound levels left out here don't matter at 20 K, but they more than double the neutral fraction at 300 K. The amount depends on where the infinite series is cut off: levels bound by more than 6 meV give 3.6%, and levels bound by more than 3 meV, roughly where free-carrier screening removes them at this density, give about 6%. A real donor's deeper level and split valley states change these fractions.

*Field.* In a field \(\mathcal F\) the potential along the escape direction, \(-1/(\varepsilon r)-\mathcal Fr\), has its maximum \(-2\sqrt{\mathcal F/\varepsilon}\) at \(r=1/\sqrt{\varepsilon\mathcal F}\). It reaches the unperturbed level when \(\mathcal F=\varepsilon E_b^2/4\), which is 0.019 MV/cm for the model's 31 meV and about 0.04 MV/cm for a donor bound by 45 meV. Tunnelling allows escape at lower fields, and in a cold device free carriers heated by the field can also ionise donors by impact well below these values.

*Doping.* The isolated-donor picture also needs well-separated donors. The rough merging criterion \(N_D^{1/3}(a^2b)^{1/3}=0.25\), with a mean radius of 1.97 nm, puts its end near \(2\times10^{18}\ \text{cm}^{-3}\).

The numerical output below lists the inputs and intermediate values.

## Calculated quantities

```
longitudinal mass ml = 0.916 electron masses
transverse mass mt = 0.190 electron masses
dielectric constant = 11.4
mass ratio mt/ml = 0.20742
shape angle theta = 0.95921 rad
radius ratio b/a = 0.57417
Coulomb shape factor g = 1.17157
kinetic coefficient A = 2.30630 hartree bohr^2
Coulomb coefficient B = 0.102769 hartree bohr
transverse radius a = 44.883 bohr
longitudinal radius b = 25.771 bohr
transverse radius a = 2.375 nm
longitudinal radius b = 1.364 nm
trial energy = -0.0011449 hartree
trial binding energy = 31.153 meV
kinetic energy = 31.153 meV
potential energy = -62.306 meV
direct grid search a = 2.375 nm
direct grid search b = 1.364 nm
best spherical-trial binding = 27.033 meV
best spherical-trial radius = 2.336 nm
large-basis binding (same Hamiltonian) = 31.197 meV
trial-function shortfall = 0.044 meV
basis-size change = 0.00000 meV
with dielectric constant 12: a = 2.500 nm
with dielectric constant 12: b = 1.435 nm
with dielectric constant 12: binding = 28.116 meV
rough phosphorus binding (input) = 45 meV
rough minus trial binding = 14 meV
screening length (rough input) = 0.05 nm
lattice constant (input) = 0.543 nm
valley position (rough input) = 0.85 of zone edge
one-valley central-cell shift = 1.5 meV
six-valley symmetric shift = 8.2 meV
short-range limit of that shift = 8.7 meV
rms longitudinal wave number = 0.423 1/nm
valley-to-zone-edge distance = 1.736 1/nm
donor density (input) = 1.0e+16 cm^-3
neutral fraction at 20 K = 0.99976
neutral fraction at 300 K = 0.01421
thermal energy at 300 K = 25.85 meV
saddle-point field = 0.0192 MV/cm
merging criterion (rough input) = 0.25
geometric mean radius = 1.974 nm
donor merging density = 2.0e+18 cm^-3
```
